# Second-Order Band-Structure Energy of a Simple Metal with Lindhard Screening

Suppose the electrons of a simple metal are treated as nearly free, and the energy gained by forming bands is found by adding their second-order level shifts. If the shifts are computed with the screened potential, the sum counts the electrons' mutual Hartree energy twice. If they are computed with the bare ionic potential, screening is missing. For the (111) Fourier component of the fcc model metal treated below, the two recipes give $-2.12$ and $-4.36$ mHa per ion. The correct second-order value is $-3.04$ mHa. The first is too small in magnitude, and the second too large, by the same factor, the dielectric function $\epsilon=1.43$. The theorem gives the correct combination and separates it into a factor for the ionic positions and a factor for the ion and the electron density.

## Setting and theorem

Hartree atomic units are used. A periodic crystal has $N$ ions of valence $Z$ at positions $\mathbf R_j$, in a volume $\Omega=N\Omega_0$ with periodic boundary conditions. The electron density is $n=Z/\Omega_0=k_F^3/3\pi^2$, the free-electron energy is $\varepsilon_k=k^2/2$, and $E_F=k_F^2/2$. Each ion carries a spherical local pseudopotential $v(r)$. Define

$$S(\mathbf q)=\frac1N\sum_j e^{-i\mathbf q\cdot\mathbf R_j},\qquad
w_0(q)=\frac1{\Omega_0}\int v(r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .$$

Functions are expanded as $f(\mathbf r)=\sum_{\mathbf G}f_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. A prime on a sum omits $\mathbf G=0$.

**Assumptions.**

1. The electrons are in the Hartree ground state at zero temperature and fixed density. Exchange and correlation are left out.
2. The total potential $U$ felt by an electron has components $U_{\mathbf G}$ that are small compared with $E_F$.
3. For each $\mathbf G$ that matters, $|G^2/8-E_F|$ is large compared with $|U_{\mathbf G}|$. Here $G^2/8$ is the free-electron energy at the centre of the Bragg plane, so $G$ must keep away from $2k_F$.

**Theorem.** To second order in the pseudopotential, the structure-dependent electronic energy per ion is

$$E_{bs}=\sum_{\mathbf G}{}'\,|S(\mathbf G)|^2F(G),\qquad
F(q)=-\frac{\Omega_0q^2}{8\pi}\,w_0(q)^2\left[1-\frac1{\epsilon(q)}\right],$$

where, with $x=q/2k_F$,

$$\epsilon(q)=1-\frac{4\pi}{q^2}\chi_0(q),\qquad
\chi_0(q)=-\frac{k_F}{\pi^2}\left[\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\right].$$

$F$ is called the energy-wavenumber characteristic. The $\mathbf G=0$ terms depend on the volume but not on the arrangement of the ions, and they are counted separately. So is the direct ion-ion energy, which does depend on the arrangement.

## Lemma 1: the potential factorizes

*The ionic potential has Fourier components $S(\mathbf G)w_0(G)$.*

*Proof.* Substitute $\mathbf r=\mathbf R_j+\mathbf r'$ in each term:

$$\frac1\Omega\int e^{-i\mathbf G\cdot\mathbf r}\sum_jv(|\mathbf r-\mathbf R_j|)\,d^3r
=\frac1\Omega\sum_je^{-i\mathbf G\cdot\mathbf R_j}\int e^{-i\mathbf G\cdot\mathbf r'}v(r')\,d^3r'
=\frac{NS\,\Omega_0w_0}{\Omega}=S(\mathbf G)w_0(G).\ \square$$

## Lemma 2: the eigenvalue sum

*Let $U$ have zero average. At fixed density, the second-order change of the sum of occupied eigenvalues, per unit volume, is*

$$\delta e=\frac12\sum_{\mathbf G}{}'\chi_0(G)|U_{\mathbf G}|^2,\qquad
\chi_0(q)=-\frac1{2\pi^2q}\,\mathrm P\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{k+q/2}\,dk ,$$

*where P denotes the principal value.*

*Proof.* The first-order shift $\langle\mathbf k|U|\mathbf k\rangle=U_0$ vanishes. A second-order shift follows a path $\mathbf k\to\mathbf k+\mathbf G\to\mathbf k$, so different $\mathbf G$ do not mix, apart from the pair $\pm\mathbf G$. It is enough to treat one such pair.

Let $k$ be the momentum component along $\mathbf G$. The motion across $\mathbf G$ stays free, so a level has energy $E(k)+t$, where $t=k_\perp^2/2$ and $d^2k_\perp=2\pi\,dt$. At chemical potential $\mu$, the grand potential per volume, with a factor 2 for spin, is

$$\omega=2\int\frac{dk}{2\pi}\sum_{\rm levels}\frac1{2\pi}\int_0^{\mu-E}\left[t-(\mu-E)\right]dt
=-\frac1{4\pi^2}\int dk\sum_{\rm levels}(\mu-E)^2 ,$$

with only levels $E<\mu$ included. Since $e=\omega+\mu n$ and $\partial\omega/\partial\mu=-n$, the energy is stationary with respect to $\mu$ at fixed $n$. The chemical potential shifts by an amount of second order, which affects $e$ in fourth order. To second order, therefore, $\delta e=\delta\omega$ at $\mu=E_F$.

Away from degeneracy, $E=\varepsilon_k+\sum_\pm|U_{\mathbf G}|^2/(\varepsilon_k-\varepsilon_{k\pm G})$. Because $\delta(\mu-E)^2=-2(\mu-\varepsilon_k)\,\delta E$ and $\mu-\varepsilon_k=(k_F^2-k^2)/2$, each of the two vectors $\pm\mathbf G$ contributes

$$\delta\omega=\frac{|U_{\mathbf G}|^2}{4\pi^2}\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{\varepsilon_k-\varepsilon_{k+G}}\,dk,\qquad
\varepsilon_k-\varepsilon_{k+G}=-G\left(k+\frac G2\right).$$

This equals $\tfrac12\chi_0(G)|U_{\mathbf G}|^2$ with the stated $\chi_0$.

If $G<2k_F$, the denominator vanishes inside the Fermi sphere, at the Bragg plane. There the two coupled waves, with energies $\varepsilon_1$ and $\varepsilon_2$, must be diagonalized together. Put $\bar\varepsilon=(\varepsilon_1+\varepsilon_2)/2$ and $\Delta=(\varepsilon_1-\varepsilon_2)/2$. Then $E_\pm=\bar\varepsilon\pm\sqrt{\Delta^2+|U_{\mathbf G}|^2}$, and if both levels lie below $\mu$,

$$(\mu-E_+)^2+(\mu-E_-)^2=2(\mu-\bar\varepsilon)^2+2\Delta^2+2|U_{\mathbf G}|^2 .$$

The change caused by $U$ is $2|U_{\mathbf G}|^2$, which adds $-|U_{\mathbf G}|^2/2\pi^2$ to the integrand of $\omega$. The perturbation formula, with the same two waves taken together, gives

$$\frac{|U_{\mathbf G}|^2}{2\pi^2}\,\frac{(\mu-\varepsilon_1)-(\mu-\varepsilon_2)}{\varepsilon_1-\varepsilon_2}=-\frac{|U_{\mathbf G}|^2}{2\pi^2},$$

the same finite number. Taking the waves in pairs $k$, $k+G$ means cutting out symmetric intervals around the poles, which is the principal value. $\square$

The last step requires $|\Delta|$ to be large compared with $|U_{\mathbf G}|$ where a level crosses $\mu$. There $|\Delta|=G|k_F-G/2|/2$. When $G$ is comparable with $k_F$ or larger, as for the reciprocal vectors of a simple metal, this is at least of the order of $|G^2/8-E_F|$, and Assumption 3 is sufficient. For much smaller $G$ this argument does not suffice. The argument treats one direction of $\mathbf G$ at a time. Where non-parallel Bragg planes meet at the Fermi surface, the theorem is the formal second-order term and has not been justified separately.

The sign of $\chi_0$ can be read from the three-dimensional form of the sum, in which $f$ is the occupation number:

$$\chi_0(q)=\frac4\Omega\sum_{\mathbf k}\frac{f_{\mathbf k}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .$$

Integrating over the disc of area $\pi(k_F^2-k^2)$ at each $k$ gives back the formula of the lemma. If both states are occupied, the term for $\mathbf k$ cancels the term for $\mathbf k'=-\mathbf k-\mathbf q$. That state is occupied too, since $|\mathbf k'|=|\mathbf k+\mathbf q|$, and its denominator $\varepsilon_{\mathbf k'}-\varepsilon_{\mathbf k'+\mathbf q}=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}$ is the opposite one. Transitions into empty states remain. They have negative denominators, so $\chi_0<0$ and $\epsilon>1$.

## Lemma 3: the Lindhard function

*The integral of Lemma 2 has the closed form given in the theorem.*

*Proof.* Put $a=q/2$ and $u=k+a$. Then $k_F^2-(u-a)^2=(k_F^2-a^2)+2au-u^2$, and

$$\mathrm P\!\!\int_{a-k_F}^{a+k_F}\left[\frac{k_F^2-a^2}{u}+2a-u\right]du
=(k_F^2-a^2)L+4ak_F-2ak_F,\qquad L=\ln\left|\frac{a+k_F}{a-k_F}\right| .$$

The last term is $-\tfrac12[(a+k_F)^2-(a-k_F)^2]=-2ak_F$. With $a=k_Fx$ and $q=2k_Fx$,

$$\chi_0=-\frac1{4\pi^2k_Fx}\left[2k_F^2x+k_F^2(1-x^2)L\right]
=-\frac{k_F}{\pi^2}\left[\frac12+\frac{1-x^2}{4x}L\right],\qquad L=\ln\left|\frac{1+x}{1-x}\right|.\ \square$$

For small $x$, $L\to2x$ and $\chi_0\to-k_F/\pi^2$. For large $x$, $L=2/x+2/(3x^3)+\dots$, so the bracket tends to $1/(3x^2)$ and

$$\chi_0\to-\frac{4k_F^3}{3\pi^2q^2}=-\frac{4n}{q^2}.$$

## Lemma 4: screening

*To first order, $n_{\mathbf G}=\chi_0(G)U_{\mathbf G}$ and $U_{\mathbf G}=S(\mathbf G)W(G)$, with $W=w_0/\epsilon$.*

*Proof.* A small change $\delta U$ alters the eigenvalue sum per volume by

$$\frac1\Omega\int n(\mathbf r)\,\delta U(\mathbf r)\,d^3r=\sum_{\mathbf G}n_{\mathbf G}\,\delta U_{-\mathbf G},$$

because the first-order change of an eigenvalue is the expectation value of $\delta U$. In Lemma 2, $|U_{\mathbf G}|^2=U_{\mathbf G}U_{-\mathbf G}$, and this product occurs twice, for $\mathbf G$ and for $-\mathbf G$. The coefficient of $\delta U_{-\mathbf G}$ is therefore $\chi_0U_{\mathbf G}$, which must equal $n_{\mathbf G}$.

Poisson's equation $\nabla^2V_H=-4\pi n$ gives the Hartree potential $V_{H,\mathbf G}=(4\pi/G^2)n_{\mathbf G}$. With Lemma 1,

$$U_{\mathbf G}=Sw_0+\frac{4\pi}{G^2}\chi_0U_{\mathbf G}
\quad\Longrightarrow\quad
U_{\mathbf G}\left(1-\frac{4\pi}{G^2}\chi_0\right)=Sw_0 .$$

The factor in parentheses is $\epsilon(G)$. $\square$

## Proof of the theorem

The eigenvalue sum contains $\int nV_H\,d^3r$, which is twice the Hartree energy $E_H=\tfrac12\int nV_H\,d^3r$. Hence the total electronic energy is the eigenvalue sum minus $E_H$. The second-order part of $U$ does not enter the eigenvalue sum at this order, since its average is zero and its first-order effect vanishes.

Multiplying energies per volume by $\Omega_0$ gives energies per ion. For one $\mathbf G$, Lemmas 2 and 4 give

$$\text{eigenvalue part}=\frac{\Omega_0}2\chi_0|S|^2W^2,\qquad
\text{Hartree part}=\frac{\Omega_0}2\,\frac{4\pi}{G^2}|n_{\mathbf G}|^2=\frac{\Omega_0}2\,\frac{4\pi}{G^2}\chi_0^2|S|^2W^2 .$$

Their difference is

$$\frac{\Omega_0}2|S|^2\chi_0W^2\left(1-\frac{4\pi}{G^2}\chi_0\right)
=\frac{\Omega_0}2|S|^2\chi_0\,\epsilon\,W^2
=|S|^2\,\frac{\Omega_0}2\,\frac{\chi_0w_0^2}{\epsilon}.$$

Inserting $\chi_0=-(G^2/4\pi)(\epsilon-1)$ gives $|S|^2F(G)$, and summing over $\mathbf G\neq0$ proves the theorem. $\square$

The total is $\epsilon$ times the eigenvalue part. The bare-potential recipe of the opening, $\tfrac12\Omega_0\chi_0w_0^2$, is $\epsilon$ times the total.

## Remarks

**Neglected terms.** In third order a path must return to its starting wave, $\mathbf k\to\mathbf k+\mathbf G_1\to\mathbf k+\mathbf G_1+\mathbf G_2\to\mathbf k$. It contains $U_{\mathbf G_1}U_{\mathbf G_2}U_{\mathbf G_3}$ with $\mathbf G_1+\mathbf G_2+\mathbf G_3=0$. Such terms depend on the phases of the structure factors, which $|S|^2$ discards. Assumption 2 bounds each component separately. It does not make these terms small when many components add up with the same sign, as they do at the ion in the model below.

**Numerical check.** The numerical check solves the nonlinear Hartree problem by diagonalization for a layered potential in which a Bragg plane cuts the Fermi sphere. The second-order total is $-9.257$ mHa per ion and the eigenvalue part $-5.536$ mHa, both in agreement with the formulas. The part of the energy odd in the potential grows by a factor 7.999 when the potential is doubled, as expected for a leading third-order term. All $\mathbf G$ are parallel in this test.

**The empty-core ion.** Let $v=0$ for $r<R_c$ and $v=-Z/r$ outside. This is a full Coulomb potential plus $Z/r$ inside the core, so

$$\Omega_0w_0=-\frac{4\pi Z}{q^2}+\frac{4\pi Z}q\int_0^{R_c}\sin(qr)\,dr
=-\frac{4\pi Z}{q^2}\cos(qR_c).$$

**Long waves.** As $q\to0$, $\epsilon\to\infty$ and $w_0\to-4\pi Z/(\Omega_0q^2)$, so

$$F\to-\frac{\Omega_0q^2}{8\pi}\,\frac{16\pi^2Z^2}{\Omega_0^2q^4}=-\frac{2\pi Z^2}{\Omega_0q^2}.$$

Point ions have charge-density components $ZS/\Omega_0$ and hence a direct energy $\tfrac12\Omega_0(4\pi/q^2)Z^2|S|^2/\Omega_0^2=2\pi Z^2|S|^2/(\Omega_0q^2)$ per ion. The electrons cancel it: long-wave charge modulations of the ions are completely screened at leading order.

**Short waves.** For large $q$, $1-1/\epsilon\to\epsilon-1\to16\pi n/q^4$. With $n=Z/\Omega_0$,

$$F\to-\frac{\Omega_0q^2}{8\pi}\,\frac{16\pi^2Z^2\cos^2(qR_c)}{\Omega_0^2q^4}\,\frac{16\pi Z}{\Omega_0q^4}
=-\frac{32\pi^2Z^3\cos^2(qR_c)}{\Omega_0^2q^6}.$$

The number of reciprocal vectors per unit $q$ grows as $q^2$, so the sum converges, and the part beyond a cutoff $G_c$ falls as $G_c^{-3}$.

## A model trivalent metal

Take $Z=3$, $R_c=1.2$ bohr, and one electron per sphere of radius $r_s=2$ bohr. Then $\Omega_0=100.53$ bohr$^3$, $k_F=0.9596$ bohr$^{-1}$ and $E_F=0.4604$ Ha.

For fcc, $a=(4\Omega_0)^{1/3}=7.381$ bohr, and the shortest reciprocal vector has $G=2\pi\sqrt3/a=1.4744$ bohr$^{-1}$, so $x=0.768$. The steps for this vector are:

- $w_0=-\dfrac{4\pi\cdot3\cos(1.769)}{100.53\cdot1.4744^2}=0.03402$ Ha.
- $\chi_0=-0.07496$ Ha$^{-1}$bohr$^{-3}$, so $\epsilon=1+\dfrac{4\pi\cdot0.07496}{1.4744^2}=1.433$.
- $W=0.03402/1.433=0.02373$ Ha.
- Eigenvalue part: $\tfrac12\cdot100.53\cdot(-0.07496)\cdot0.02373^2$ Ha $=-2.12$ mHa.
- Hartree energy to subtract: $0.92$ mHa.
- $F=-2.12-0.92=-3.04$ mHa.

The eight vectors of this shell, with $|S|^2=1$, give $-24.3$ mHa. The six of the next shell, at $1.7025$ bohr$^{-1}$, have $F=-8.83$ mHa and give $-53.0$ mHa. The first shell is weak because it lies near the zero of $\cos(qR_c)$ at $q=\pi/(2R_c)=1.309$ bohr$^{-1}$. Between the two shells the squared cosine grows 5.3 times, which outweighs the decrease of the other factors.

Ideal hcp has a second ion at $(\tfrac13,\tfrac23,\tfrac12)$ of the cell. For indices $hkl$,

$$|S|^2=\left|\tfrac12\left(1+e^{-2\pi i(h/3+2k/3+l/2)}\right)\right|^2=\cos^2\left[\pi\left(\frac{h+2k}3+\frac l2\right)\right].$$

This removes $(001)$ and gives $\tfrac14$ for $(100)$, $1$ for $(002)$ and $\tfrac34$ for $(101)$. The twelve vectors of the $(101)$ shell, with $F=-5.87$ mHa, contribute $12\cdot\tfrac34\cdot(-5.87)=-52.8$ mHa.

The converged sums at equal volume are:

| structure | $E_{bs}$ (mHa per ion) | $E_{bs}$ (eV per ion) |
|---|---|---|
| fcc | $-195.1$ | $-5.31$ |
| hcp | $-193.1$ | $-5.25$ |
| bcc | $-188.8$ | $-5.14$ |

The ion-ion energy must be added before structures are compared, but at equal volume it differs little between these three. For point ions in a uniform background, the Ewald sum puts hcp $0.11$ mHa above fcc and bcc $0.17$ mHa below it. The totals relative to fcc become $+2.15$ mHa for hcp and $+6.2$ mHa for bcc, so within the second-order model the order is set by $E_{bs}$.

Assumption 3 is not safely met in this model. The hcp shell at $G=2.026$ bohr$^{-1}$ has $|S|=\tfrac12$. The formulas above give $|U_{\mathbf G}|\approx0.03$ Ha there, while $G^2/8-E_F\approx0.05$ Ha. The ratio is not small. The other two structures have such shells as well: the fcc shell at $1.7025$ bohr$^{-1}$ has $|U_{\mathbf G}|\approx0.05$ Ha against $|G^2/8-E_F|\approx0.10$ Ha, and the bcc $(200)$ shell has $|U_{\mathbf G}|\approx0.06$ Ha against about $0.11$ Ha. For one pair $\pm\mathbf G$ taken alone the effect is nevertheless small: diagonalization at these strengths gives an eigenvalue sum within one percent of the second-order value in all three cases. A single pair does not include the third-order terms, which couple different $\mathbf G$, parallel or not. It also leaves out the regions where Bragg planes cross and the self-consistent response beyond first order. Taken together, the terms beyond second order are not small here. The screened components of the first shells all have the same sign, and inside the core the potential lies more than 1 Ha above its average, about three times $E_F$. As a rough measure, keep the screened components with $G<3.2$ bohr$^{-1}$ and diagonalize in three dimensions, with a Fermi smearing of $0.03$ Ha and a small basis. The eigenvalue sum then changes by about $-100$ mHa per ion in all three structures, against second-order values of $-159$ (fcc), $-158$ (hcp) and $-152$ (bcc) mHa for the same components. The terms beyond second order thus amount to tens of mHa. The table entries and their differences, such as the hcp-fcc difference of $2.0$ mHa, are properties of the second-order sum and should not be read as the Hartree energies or the structural order of the model.

## Numbers as computed

```
valence Z = 3, rs = 2.0 bohr, Rc = 1.2 bohr
volume per ion = 100.5310 bohr^3
kF = 0.95958 1/bohr, 2kF = 1.91916 1/bohr
Fermi energy = 0.46040 Ha
Layered Hartree test, second-order energy per ion:
  period wavenumber g = 1.10 1/bohr
  |S|^2 for g, 2g, 3g = 0.2842 0.1111 0.1907
  total, diagonalization = -9.2567 mHa
  total, formula = -9.2567 mHa
  eigenvalue sum, diagonalization = -5.5355 mHa
  eigenvalue sum, formula = -5.5355 mHa
  odd part, ratio on doubling the potential = 7.999
fcc lattice constant = 7.3811 bohr
First fcc shell (111):
  G = 1.47442 1/bohr, x = G/2kF = 0.76826
  w0 = 0.034018 Ha
  chi0 = -0.074959 1/(Ha bohr^3)
  eps = 1.43330
  screened W = 0.023734 Ha
  |W|/Fermi energy = 0.0516
  eigenvalue part of F = -2.1224 mHa
  Hartree energy to subtract = 0.9196 mHa
  F = -3.0420 mHa
fcc shells: G (1/bohr), points, |S|^2, F (mHa), sum (mHa)
  1.4744   8 1.0000 -3.0420 -24.336
  1.7025   6 1.0000 -8.8327 -52.996
  2.4077  12 1.0000 -4.5633 -54.759
  2.8233  24 1.0000 -1.7060 -40.943
  2.9488   8 1.0000 -1.1802 -9.442
hcp shells: G (1/bohr), points, |S|^2, F (mHa), sum (mHa)
  1.3901   6 0.2500 -0.9237 -1.386
  1.4744   2 1.0000 -3.0420 -6.084
  1.5735  12 0.7500 -5.8670 -52.803
  2.0264  12 0.2500 -8.4165 -25.250
  2.4077   6 1.0000 -4.5633 -27.380
tail beyond G = 40 1/bohr: -0.0108 mHa
E_bs fcc = -195.13 mHa per ion = -5.3099 eV per ion
E_bs bcc = -188.76 mHa per ion = -5.1365 eV per ion
E_bs hcp = -193.09 mHa per ion = -5.2544 eV per ion
E_bs bcc - fcc = 6.37 mHa per ion
E_bs hcp - fcc = 2.04 mHa per ion
```
